# Where End-of-Range Defects Form After an Amorphizing Implant

**Q:** I implant ions into a crystal until its upper part is amorphous, then anneal. The amorphous layer regrows as crystal, and dislocation loops called end-of-range defects appear. I place them inside the regrown layer. That is where the damage was worst and where most of the ions stopped, so most of the extra atoms should be there too.

**A:** Both of your observations can be true without fixing the place of the loops. Let us first say what the loops are made of. The end-of-range defects we are discussing are clusters and loops of surplus interstitials, that is, atoms in excess of the available lattice sites. So we need to know where such a surplus exists as point defects once the anneal begins.

Measure depth \(x\) from the surface. Let \(V(x)\) be the number of displacement events per volume and \(C(x)\) the number of stopped ions per volume. I take both as Gaussians:

\[
V(x)=\frac{\Phi\nu}{\sqrt{2\pi}\,\sigma_d}\,e^{-(x-R_d)^2/2\sigma_d^2},\qquad
C(x)=\frac{\Phi}{\sqrt{2\pi}\,\sigma_p}\,e^{-(x-R_p)^2/2\sigma_p^2}.
\]

Here \(\Phi\) is the dose and \(\nu\) the number of displacements per ion. The crystal is taken to turn amorphous wherever \(V\) exceeds a threshold \(n_c\).

For numbers, use round model parameters: \(\Phi=10\ \mathrm{nm^{-2}}\), which is \(10^{15}\ \mathrm{cm^{-2}}\), \(\nu=200\), \(R_d=30\) nm, \(R_p=45\) nm, \(\sigma_d=\sigma_p=20\) nm, atomic density \(n_0=50\ \mathrm{nm^{-3}}\) and \(n_c=5\ \mathrm{nm^{-3}}\).

**Q:** Then where does the amorphous layer end?

**A:** At the depth \(a>R_d\) where \(V(a)=n_c\). Write \(V_{\rm peak}=\Phi\nu/(\sqrt{2\pi}\,\sigma_d)\), divide by it and take the logarithm:

\[
-\frac{(a-R_d)^2}{2\sigma_d^2}=\ln\frac{n_c}{V_{\rm peak}}
\quad\Rightarrow\quad
a=R_d+\sigma_d\sqrt{2\ln\frac{V_{\rm peak}}{n_c}} .
\]

The positive root is the deeper boundary. With \(V_{\rm peak}=39.89\ \mathrm{nm^{-3}}\),

\[
a=30+20\sqrt{2\ln(39.89/5)}=70.76\ \mathrm{nm}.
\]

At the surface \(V(0)=12.95\ \mathrm{nm^{-3}}\), also above threshold, so the layer reaches from the surface to \(a\). Below \(a\) the material is still crystal, but damaged: just below the interface there is nearly one displacement event for every ten atoms.

**Q:** That supports me. The layer holds the peak of the damage, and the ion peak at 45 nm as well.

**A:** It does, and the surplus of atoms also peaks there. Let \(I(x)\) be the density of points where displaced atoms come to rest. Counting each ion as one added atom, the surplus density is

\[
s(x)=I(x)-V(x)+C(x).
\]

Recoils carry atoms, on average, deeper into the crystal. Let \(r\) be the displacement of an atom projected on the depth axis, positive inwards, with the same distribution at every depth. An atom landing at \(x\) started at \(x-r\). No atoms start outside the crystal, so the following holds only deeper than a few recoil lengths below the surface:

\[
I(x)=\langle V(x-r)\rangle\simeq V(x)-\langle r\rangle V'(x).
\]

Since \(V'=-V(x-R_d)/\sigma_d^2\), to leading order in \(r\)

\[
s(x)\simeq \langle r\rangle\,\frac{x-R_d}{\sigma_d^2}\,V(x)+C(x).
\]

The derivative of \((x-R_d)V\) is \(V[1-(x-R_d)^2/\sigma_d^2]\), so the recoil term peaks at \(R_d+\sigma_d=50\) nm. The ion term peaks at 45 nm. Between 10 and 45 nm both terms rise, and beyond 50 nm both fall. At depths less than 10 nm the recoil term is negative and the ion term is smaller than at 45 nm, so the maximum cannot lie there. The sum therefore has its maximum between 45 and 50 nm, well inside the amorphous layer.

**Q:** So the surplus is largest in the layer. Why do the loops not form there?

**A:** Because of what regrowth does to it. An interstitial is defined by reference to a lattice: it is an atom that does not sit on a site. The amorphous layer has no lattice sites, so it has no interstitials in that sense. It merely contains a certain number of atoms. In clean epitaxial regrowth, the atoms at the moving boundary attach to the crystal underneath and become site atoms. If the layer contains more atoms than the original crystal did, the regrown crystal is thicker.

This is the physical premise of the argument. I am not deriving it from interatomic forces. It requires a regrowth front that stays in order, and added atoms that the lattice can accept on its sites.

**Q:** How much thicker? If the answer were absurd, I would doubt the premise.

**A:** We need the net number of atoms leaving the layer through its lower boundary. An atom with displacement \(r>0\) crosses \(a\) if it starts between \(a-r\) and \(a\). Per unit area, such atoms number

\[
\int_{a-r}^{a}V(x)\,dx=\int_0^r V(a-u)\,du ,
\]

where \(u=a-x\). For \(r<0\) the same integral equals minus the number of atoms that start between \(a\) and \(a+|r|\) and move out of the lower crystal, which is the sign we want. Expand \(V(a-u)=V(a)-uV'(a)+\dots\), integrate over \(u\) and average over \(r\):

\[
N_r=\langle r\rangle V(a)-\tfrac12\langle r^2\rangle V'(a)+\dots
\]

At the interface \(V(a)=n_c\) and \(V'(a)=-n_c/L\), with

\[
L=\frac{\sigma_d^2}{a-R_d}=\frac{400}{40.76}=9.81\ \mathrm{nm}.
\]

Hence, to second order in the recoil length,

\[
N_r=n_c\left(\langle r\rangle+\frac{\langle r^2\rangle}{2L}\right).
\]

The expansion needs recoils that are short compared with \(L\). Take forward recoils with an exponential distribution of mean 0.5 nm. Then \(\langle r^2\rangle=2\langle r\rangle^2=0.5\ \mathrm{nm^2}\), and

\[
N_r=5\left(0.5+\frac{0.5}{2\times 9.81}\right)=2.627\ \mathrm{nm^{-2}}.
\]

Some ions also stop below \(a\). With \(t=(x-R_p)/(\sqrt2\,\sigma_p)\), so that \(dx=\sqrt2\,\sigma_p\,dt\),

\[
N_i=\int_a^\infty C\,dx=\frac{\Phi}{\sqrt\pi}\int_{t_a}^{\infty}e^{-t^2}dt
=\frac{\Phi}{2}\,\mathrm{erfc}\!\left(\frac{a-R_p}{\sqrt2\,\sigma_p}\right)=0.989\ \mathrm{nm^{-2}} .
\]

The layer therefore keeps \(10-0.989=9.011\ \mathrm{nm^{-2}}\) of ions, less a small part of the Gaussian that lies outside the surface, and it loses \(2.627\ \mathrm{nm^{-2}}\) by recoil. With the outside part removed, the surplus in the layer is \(6.262\ \mathrm{nm^{-2}}\). Spread over sites at the normal atomic density, this adds

\[
\frac{6.262}{50}=0.125\ \mathrm{nm}
\]

to a layer about 71 nm thick. I have assumed here that an implanted atom takes up the same volume as a host atom. A large surplus of atoms can thus be absorbed by a very small shift of the surface. This count also assumes that no atoms leave through the surface. Sputtering subtracts directly from the layer: a yield of one atom per ion would turn the surplus of 6.3 into a deficit of \(3.7\ \mathrm{nm^{-2}}\) and the shift inwards. It does not change the surplus below \(a\) as long as it removes a negligible depth.

**Q:** And below the interface? Those atoms could go back to their sites too.

**A:** Most of them can. Below \(a\) the lattice survives, so vacancies and interstitials are well defined there. When a vacancy and an interstitial recombine, each count drops by one, and the difference between them stays the same. Recombination can remove pairs but not the surplus. No regrowth front passes through this region to turn its extra atoms into added thickness.

The surplus below \(a\) is

\[
N=N_r+N_i=2.627+0.989=3.616\ \mathrm{nm^{-2}},
\]

or about \(3.6\times10^{14}\ \mathrm{cm^{-2}}\). The number of displacement events below \(a\) is \(41.55\ \mathrm{nm^{-2}}\). If recombination goes to completion, about nine surplus atoms remain for every hundred displacements. If some vacancies are held in clusters of their own, more interstitials survive for a time, but the difference is still \(N\).

**Q:** So the layer has the larger surplus, 6.3 against 3.6, and yet the smaller one makes the defects.

**A:** Yes, in this model, at this dose, and with no atoms lost through the surface. The size of the surplus does not decide the matter. What decides it is whether the surplus survives as interstitials in a lattice. The end-of-range defects grow from the part left in the damaged crystal below the original interface.

**Q:** Below the interface could still mean far below it. What makes it just below?

**A:** The shape of \(s(x)\). We found that the recoil term falls beyond \(R_d+\sigma_d=50\) nm and the ion term beyond \(R_p=45\) nm. The interface at 70.76 nm lies beyond both, so on its lower side the surplus is densest at the interface and falls with depth. Evaluating \(s\) without the leading-order approximation, on a grid reaching 80 nm below the interface, confirmed that it is positive and decreasing there.

The mean depth of this surplus is 8.7 nm below \(a\), and 90 percent of it lies within about 19 nm. The width is comparable with \(L\), the local decay length of the damage. The band thus begins at the old interface and is thin compared with the layer above it.

This depends on the interface lying deep enough. If the implant barely reached the threshold, \(a\) could lie before the maximum of \(s\), and the surplus would first rise with depth below the interface. In this model that happens only below a dose of about \(2\ \mathrm{nm^{-2}}\), where the layer no longer reaches the surface.

**Q:** You used one convenient recoil distribution. Does the result hang on it?

**A:** For the surplus below \(a\), only \(\langle r\rangle\) and \(\langle r^2\rangle\) enter to second order. I compared the formula with random sampling of individual displacements for three distributions, all with mean 0.5 nm:

- Exponential: sampled \(2.602\pm0.018\), formula \(2.627\ \mathrm{nm^{-2}}\).
- Fixed length: sampled \(2.543\pm0.018\), formula \(2.564\ \mathrm{nm^{-2}}\).
- Normal with standard deviation 1 nm, which includes many backward recoils: sampled \(2.884\pm0.024\), formula \(2.818\ \mathrm{nm^{-2}}\).

The uncertainties are one standard error. The first two agree within about 1.4 standard errors. The third sample lies 2.75 standard errors above the formula, so it is worth asking what was neglected. The next term of the expansion is \(\langle r^3\rangle V''(a)/6\). Differentiating the Gaussian twice gives

\[
V''(a)=n_c\left(\frac1{L^2}-\frac1{\sigma_d^2}\right)=0.039\ \mathrm{nm^{-5}} .
\]

For the normal distribution \(\langle r^3\rangle=0.5^3+3\times0.5\times1^2=1.625\ \mathrm{nm^3}\), so the term is \(0.011\ \mathrm{nm^{-2}}\). It has the right sign but removes only a sixth of the difference. The rest is about 2.3 standard errors. That is within the tolerance set for the test, four standard errors plus half a percent of the formula, and I read it as sampling scatter, though this one sample does not prove it.

For the exponential distribution \(\langle r^3\rangle=6\langle r\rangle^3=0.75\ \mathrm{nm^3}\), and the same term is \(0.005\ \mathrm{nm^{-2}}\). Direct integration of \(s\) below \(a\) gives \(3.621\ \mathrm{nm^{-2}}\) against 3.616 from the formula, which is this difference.

The surplus inside the layer is not so insensitive, because backward recoils also leave through the surface. With the normal distribution and no surface binding, \(2.7\ \mathrm{nm^{-2}}\) escape at this dose, and the layer keeps only 3.4 against \(3.8\ \mathrm{nm^{-2}}\) below \(a\). The place of the defects does not depend on which of the two is larger.

**Q:** Is there a way to tell our two pictures apart without trusting your premise about regrowth?

**A:** Change the dose and see what the defects do. Keep the ion energy, the dose rate and the crystal temperature fixed, so that the shapes of the profiles and \(n_c\) can be taken as unchanged. In my picture their atoms come from below \(a\); in yours they come from the surplus in the layer. The model gives:

| Dose (nm⁻²) | \(a\) (nm) | Surplus below \(a\) (nm⁻²) | Surplus in layer (nm⁻²) |
|---|---|---|---|
| 5 | 63.3 | 3.51 | 1.43 |
| 10 | 70.8 | 3.62 | 6.26 |
| 20 | 77.1 | 3.73 | 16.02 |
| 40 | 82.6 | 3.86 | 35.65 |

Over an eightfold range of dose, the surplus below the interface grows by 10 percent, while the surplus in the layer grows by a factor of about 25. My picture predicts a band that moves some 19 nm deeper along with the interface and holds a nearly constant number of atoms, for these profiles and provided that few interstitials escape through the surface. Yours predicts a steep rise in the number of atoms held by defects, as long as the sputter yield is well below one atom per ion; the last column assumes no sputtering at all.

**Q:** Why does the surplus below \(a\) hardly notice the dose? More ions should do more damage everywhere.

**A:** At a fixed depth they do. But the interface moves to wherever the damage equals \(n_c\), so the damage at the interface is the same for every dose. The leading recoil term, \(n_c\langle r\rangle=2.5\ \mathrm{nm^{-2}}\), contains no dose at all.

The remaining growth can be traced. At dose 5, \(L=400/33.27=12.0\) nm and \(N_r=2.60\ \mathrm{nm^{-2}}\). At dose 40, \(L=400/52.64=7.6\) nm and \(N_r=2.66\ \mathrm{nm^{-2}}\). Recoils thus account for 0.06 of the total increase of 0.36, and the tail of stopped ions for the other 0.30. The near constancy belongs to these profiles. An ion profile with a longer tail below \(a\) makes the dose dependence stronger: over the same range of dose the surplus grows by 73 percent for \(\sigma_p=30\) nm and falls by 8 percent for \(\sigma_p=15\) nm. The mean recoil of 0.5 nm is also a chosen value; with 0.1 nm the growth is 21 percent.

The layer surplus grows faster than the dose for a simple reason: it is the retained dose minus a nearly constant \(N\). At the lowest dose that subtraction removes most of it.

**Q:** Interstitials move during the anneal. Could they not wander up into the regrown layer and form loops there after all?

**A:** Some can, which is why I would say "mainly" below the interface. Suppose regrowth is complete before they move far, so that they diffuse in one continuous crystal. Let them have diffusivity \(D\), be trapped at the same rate \(k\) everywhere, and vanish on reaching the surface. Their density \(n(x,t)\) obeys

\[
\frac{\partial n}{\partial t}=D\frac{\partial^2 n}{\partial x^2}-kn ,
\]

starting from \(n=s\) below \(a\) and zero above. Integrate over all time. The left side gives \(0-s\), because no mobile interstitials remain at the end. The density finally trapped is \(c=k\int_0^\infty n\,dt\), so with \(\ell=\sqrt{D/k}\)

\[
-\ell^2c''+c=s,\qquad c(0)=0 .
\]

For one interstitial starting at \(x'=a+y\), the solution is

\[
c(x)=\frac1{2\ell}\left[e^{-|x-x'|/\ell}-e^{-(x+x')/\ell}\right].
\]

The first term has the jump in slope, \(-1/\ell^2\), that a unit source requires. The second makes \(c\) vanish at the surface. Let \(q=a/\ell\). The probability of being trapped above \(a\) is

\[
\int_0^a c\,dx=\tfrac12e^{-x'/\ell}\left(e^{q}+e^{-q}-2\right)=\tfrac12e^{-y/\ell}\left(1-e^{-q}\right)^2 ,
\]

where the last step uses \(e^{-x'/\ell}=e^{-y/\ell}e^{-q}\). The probability of loss at the surface is \(\ell^2c'(0)=e^{-x'/\ell}=e^{-y/\ell}e^{-q}\). Average over the starting depths and write \(E=\langle e^{-y/\ell}\rangle\). What is neither trapped above nor lost is trapped below:

\[
f_{\rm above}=\tfrac12E(1-e^{-q})^2,\qquad
f_{\rm below}=1-\tfrac12E(1+e^{-2q}).
\]

Subtracting,

\[
f_{\rm below}-f_{\rm above}=1-E\left[1-e^{-q}(1-e^{-q})\right]>0 ,
\]

because \(E\) and the square bracket are both smaller than one. Under these assumptions more interstitials are trapped below the old interface than above it, whatever the trapping length.

**Q:** And in numbers?

**A:** A numerical solution of the time-integrated equation for \(c\) agrees with these formulas and gives:

| \(\ell\) (nm) | Above \(a\) | Below \(a\) | Lost at surface |
|---|---|---|---|
| 5 | 0.172 | 0.828 | 0.000 |
| 20 | 0.325 | 0.655 | 0.020 |
| 100 | 0.118 | 0.429 | 0.453 |

For short trapping lengths the interstitials stay near their starting points. At 20 nm a third of them end in the regrown layer, so a sharp boundary at \(a\) should not be expected. At 100 nm nearly half escape through the surface. Of those that are trapped, \(0.429/(0.429+0.118)=78\) percent are still below \(a\), but they are spread over a depth of order \(\ell\). "Below" then still holds, while "just below" no longer does. The narrow band requires a trapping length well below the width of the original surplus: the share trapped within 19 nm below \(a\) is 81 percent for \(\ell=2\) nm, 68 percent for 5 nm and only 42 percent for 15 nm.

**Q:** Is there a case in which my picture would be right?

**A:** Lower the dose until nothing becomes amorphous. The peak of \(V\) is proportional to dose, so it stays below threshold for

\[
\Phi<10\times\frac{5}{39.89}=1.25\ \mathrm{nm^{-2}} .
\]

Then there is no interface and no regrowth to absorb the surplus. Interstitials that move far can still fill the surplus vacancies that recoils leave nearer the surface. If recombination is local instead, the surplus of atoms survives where it was created, with its maximum near 50 nm in this model. Your reasoning from the peak of the surplus applies there, but those are not defects left below an amorphous layer.

Between this dose and \(10\times5/12.95=3.9\ \mathrm{nm^{-2}}\), the amorphous layer is buried and has crystal on both sides. The account I gave assumes that the layer reaches the surface, so it does not cover that case.

A regrown layer can also contain defects of other origin, for instance if the regrowth front is rough or if the implanted element exceeds what the lattice can accept. Finding a defect in the layer therefore does not make it an end-of-range defect.

**Q:** Then my error was to look for the greatest damage, when I should have looked for damage that regrowth does not erase.

**A:** Yes. The most heavily damaged region is rebuilt from the crystal beneath it. The region just below was not damaged enough to be rebuilt, so regrowth does not absorb its extra atoms.

## Computed results

```
dose: 10 nm^-2 = 1.0e+15 cm^-2
displacements per ion: 200
damage centre, width: 30, 20 nm
ion centre, width: 45, 20 nm
atomic density: 50 nm^-3
amorphization threshold n_c: 5 nm^-3
mean recoil: 0.5 nm
peak of V: 39.89 nm^-3
V at surface: 12.95 nm^-3
interface depth a: 70.76 nm
decay length L: 9.81 nm
displacements below a: 41.55 nm^-2
recoil surplus below a: 2.627 nm^-2
ions stopped below a: 0.989 nm^-2
total surplus below a, formula: 3.616 nm^-2 = 3.62e+14 cm^-2
total surplus below a, quadrature: 3.621 nm^-2
surplus / displacements below a: 0.087
mean depth of surplus below a: 8.68 nm
90% of surplus within: 19.23 nm below a
surplus inside layer: 6.262 nm^-2
equivalent added thickness: 0.125 nm
recoil surplus (nm^-2): sampled, standard error, formula
  exponential: 2.602, 0.018, 2.627
  fixed length: 2.543, 0.018, 2.564
  normal, sd 1 nm: 2.884, 0.024, 2.818
dose (nm^-2), a (nm), surplus below a, in layer (nm^-2)
  5, 63.27, 3.506, 1.432
  10, 70.76, 3.616, 6.262
  20, 77.07, 3.735, 16.021
  40, 82.64, 3.862, 35.649
dose ratio, last to first: 8
ratio of surplus below a: 1.101
ratio of surplus in layer: 24.9
ell (nm), fraction trapped above a, below a, lost at surface
  5, 0.172, 0.828, 0.000
  20, 0.325, 0.655, 0.020
  100, 0.118, 0.429, 0.453
```
